# Choosing the face permittivity in a Poisson solver for air-gap dielectrics

## Two constant displacements, one of them wrong

A 40 nm stack consists of 24 nm of dielectric with relative permittivity 3 and a 16 nm air gap, with 1 V across it. Solved on ten equal cells with two different settings for the permittivity at cell faces, it gives displacements of 0.36892 and 0.37947 mC/m². In each calculation the displacement is the same at every face to rounding error, about one part in $10^{14}$. There is no free charge, so a constant displacement is what physics demands, yet the two constants differ by 2.9 %.

The setting at issue arises when the Poisson equation with a position-dependent permittivity is solved by balancing fluxes between cells, for example for a quantum region embedded in a dielectric continuum or for the electrostatics of a device. The permittivities are stored in cells, but the flux between two cells needs a value at their common face. Two possible choices are the arithmetic and the harmonic mean. Both keep the displacement constant in one dimension. The harmonic mean also makes it correct, provided the interface lies on a face.

## What is being solved

Let $x$ run across the stack from $0$ to $L$, and let $\kappa(x)>0$ be the relative permittivity, constant within each material. With charge density $\rho$ and $s=\rho/\varepsilon_0$, the problem is

$$-\frac{d}{dx}\left(\kappa\frac{d\phi}{dx}\right)=s,\qquad \phi(0)=V,\quad \phi(L)=0 .$$

It is convenient to work with $F=D/\varepsilon_0=-\kappa\,d\phi/dx$, which is positive when the displacement $D$ points to the right. Lengths are in nm and potentials in V, so $F$ is in V/nm. At the interface $\phi$ is continuous, and so is $F$ as long as no sheet charge sits there. The field $E=F/\kappa$ jumps.

Divide the stack into cells $i=1,\dots,N$ with widths $h_i$, centres $x_i$ and permittivities $\kappa_i$. The face between cells $i$ and $i+1$ is labelled $i+\tfrac12$. Since $dF/dx=s$, integration over a cell gives

$$F_{i+1/2}-F_{i-1/2}=h_i s_i, \tag{1}$$

where $s_i$ is the cell average of $s$. This balance is free of approximation. The approximation enters when the flux is expressed through the centre potentials:

$$F_{i+1/2}=\frac{\phi_i-\phi_{i+1}}{r_{i+1/2}} . \tag{2}$$

The quantity $r$ acts as a resistance to displacement and has the dimension of a length. On a uniform grid $r=h/\kappa_f$, with $\kappa_f$ the face permittivity. The walls enter as $\phi_0=V$ and $\phi_{N+1}=0$, each half a cell from the nearest centre, so $r_{1/2}=h_1/(2\kappa_1)$ and $r_{N+1/2}=h_N/(2\kappa_N)$.

Inserting (2) into (1) gives a tridiagonal linear system, solved in a number of operations proportional to $N$. It has one solution for any positive $r$. To see this, take numbers $u_i$ with $u_0=u_{N+1}=0$, form the fluxes from them by (2) with $u$ in place of $\phi$, multiply the left side of (1) by $u_i$ and sum. Shifting the index in the second term gives

$$\sum_{i=1}^{N}u_i\,(F_{i+1/2}-F_{i-1/2})=\sum_{i=0}^{N}(u_i-u_{i+1})F_{i+1/2}=\sum_{i=0}^{N}\frac{(u_i-u_{i+1})^2}{r_{i+1/2}} .$$

This vanishes only if all $u_i$ are equal, hence zero. The matrix is therefore positive definite.

## Constancy comes from conservation

Set $s=0$. Equation (1) then says that neighbouring face fluxes are equal, whatever the $r$ are. Call the common value $F$. Adding the potential drops $\phi_i-\phi_{i+1}=r_{i+1/2}F$ from wall to wall gives

$$V=F\sum_f r_f,\qquad F=\frac{V}{\sum_f r_f}. \tag{3}$$

The face rule thus sets the value of the constant, not its constancy. A test with randomly chosen positive resistances also gave equal fluxes. Any scheme of this form gives a flat displacement profile once its linear system is well solved, so flatness says nothing about the averaging.

Conservation can be lost by expanding the derivative before discretizing it. With $s=0$ the equation becomes $\kappa\phi''+\kappa'\phi'=0$. Central differences on a uniform grid, multiplied by $h^2$, give

$$\kappa_i(\phi_{i+1}-2\phi_i+\phi_{i-1})+m_i(\phi_{i+1}-\phi_{i-1})=0,\qquad m_i=\frac{\kappa_{i+1}-\kappa_{i-1}}{4}.$$

Write the drops as $g_-=\phi_{i-1}-\phi_i$ and $g_+=\phi_i-\phi_{i+1}$. The first bracket is $g_--g_+$ and the second is $-(g_-+g_+)$, so

$$\frac{g_+}{g_-}=\frac{\kappa_i-m_i}{\kappa_i+m_i}.$$

Going from dielectric ($\kappa_d$) to air ($\kappa_a$), the two cells that touch the interface both have $m_i=-\Delta/4$ with $\Delta=\kappa_d-\kappa_a$. In the example $\Delta/4=0.5$. The drop per cell grows by $3.5/2.5=1.4$ at the last dielectric cell and by $1.5/0.5=3$ at the first air cell, together by 4.2. A constant displacement needs a growth of $\kappa_d/\kappa_a=3$. The displacement in air is therefore $4.2/3=1.4$ times that in the dielectric, as the numerical output confirms.

This ratio does not contain $h$, so refining the grid does not remove the jump while the interface remains sharp. At $\kappa_d=5\kappa_a$ the denominator $\kappa_a-\Delta/4$ vanishes, and beyond that the drops in air and dielectric have opposite signs. The expanded form should not be used across a sharp interface.

## Where the harmonic mean comes from

Let the interface coincide with the face between cells $i$ and $i+1$, and let $\phi_\Gamma$ be the potential there. Without charge the potential is linear in each half cell, and the same flux passes through both:

$$\phi_i-\phi_\Gamma=F\,\frac{h_i}{2\kappa_i},\qquad \phi_\Gamma-\phi_{i+1}=F\,\frac{h_{i+1}}{2\kappa_{i+1}} .$$

Adding the equations eliminates $\phi_\Gamma$, and comparison with (2) gives

$$r_{i+1/2}=\frac{h_i}{2\kappa_i}+\frac{h_{i+1}}{2\kappa_{i+1}} . \tag{4}$$

For equal widths,

$$\kappa_f=\frac{h}{r}=\frac{2\kappa_i\kappa_{i+1}}{\kappa_i+\kappa_{i+1}},$$

the harmonic mean. For unequal widths (4) is its distance-weighted form, and the unweighted mean should not be substituted. In the example $\kappa_f=2\cdot3\cdot1/4=1.5$, while the arithmetic mean is 2.

Equation (4) is the integral of $1/\kappa$ between the two centres. With the wall terms the resistances add up to

$$R=\int_0^L\frac{dx}{\kappa}.$$

The continuum solution has $d\phi/dx=-F/\kappa$ with constant $F$, so $V=FR$. Comparison with (3) shows that the discrete flux is exact. Summing drops only as far as centre $i$ gives $\phi_i=V-F\int_0^{x_i}dx/\kappa$, which is the continuum potential there. The centre potentials are exact too, on any grid with the interface on a face; two cells would suffice.

The converse also holds. If the flux is exact and nonzero and all centre potentials are exact, then (2) fixes $r_f=(\phi_i-\phi_{i+1})/F=\int dx/\kappa$ between the centres. For this geometry no other face rule achieves both.

## Reading the example

The resistance of the stack is $R=24/3+16/1=24$ nm. Hence $F=1/24=0.041667$ V/nm, or $D=0.36892$ mC/m². The same flux follows from solving for the potential in each layer with the wall and matching conditions, without any cells.

The field is $0.041667/3=0.013889$ V/nm in the dielectric and 0.041667 V/nm in air. The air gap fills 40 % of the thickness but takes $16/24$, two thirds, of the voltage. The field in air, about 42 MV/m, is some 14 times the 3 MV/m at which macroscopic air gaps break down. That limit does not apply here, since the gap is shorter than the mean free path of the gas molecules (roughly 70 nm) and its 0.67 V is far below their ionization energies; the model treats the gap as a perfect insulator. The effective permittivity, that of a uniform layer with the same thickness and displacement, is

$$\kappa_{\rm eff}=\frac{FL}{V}=\frac{L}{R}=\frac{40}{24}=1.667 .$$

Two derived quantities need care at the interface. Equating the two half-cell fluxes for equal widths gives

$$\phi_\Gamma=\frac{\kappa_i\phi_i+\kappa_{i+1}\phi_{i+1}}{\kappa_i+\kappa_{i+1}}=\frac{3(0.694444)+0.583333}{4}=0.6667\ \text{V}.$$

The plain mean of the two centre potentials is 0.6389 V, an error of 28 mV made after a correct solution. Likewise, dividing the drop between these centres by their distance gives $0.1111/4=0.0278$ V/nm, which is the field in neither material. Fields should be obtained as $F/\kappa$ on each side.

## What the arithmetic mean costs

On a uniform grid the arithmetic mean changes one resistance, that of the interface face. The deficit relative to the correct value is

$$\delta=\frac{h(\kappa_d+\kappa_a)}{2\kappa_d\kappa_a}-\frac{2h}{\kappa_d+\kappa_a}
=h\,\frac{(\kappa_d+\kappa_a)^2-4\kappa_d\kappa_a}{2\kappa_d\kappa_a(\kappa_d+\kappa_a)}
=\frac{h(\kappa_d-\kappa_a)^2}{2\kappa_d\kappa_a(\kappa_d+\kappa_a)} .$$

The total resistance becomes $R-\delta$, so the relative error of the flux is

$$\frac{V/(R-\delta)}{V/R}-1=\frac{\delta}{R-\delta}. \tag{5}$$

Here $\delta=4\cdot4/(2\cdot3\cdot4)=0.6667$ nm and the error is $0.6667/23.3333=2.86$ %. This is the discrepancy in the opening numbers. The effective permittivity rises from 1.667 to 1.714, so the amount by which the air gap lowers it is understated.

The potential errors have opposite signs on the two sides. In the dielectric $\phi=V-Fx/\kappa_d$, so too large an $F$ lowers the potential; in air $\phi=F(L-x)/\kappa_a$, so it raises it. At the centres next to the interface the errors are $-8.7$ mV and $+16.7$ mV. For an electron, with electrostatic energy $-e\phi$, the second means an energy 16.7 meV too low.

Two limits show when the choice matters:

- **Weak contrast.** With $\kappa_d=\kappa_a(1+\eta)$ and small $\eta$, $\delta\approx h\eta^2/(4\kappa_a)$. The error is quadratic in the contrast.
- **Strong contrast.** For $\kappa_d\gg\kappa_a$, $\delta\to h/(2\kappa_a)$. The arithmetic mean then removes half a cell of air from the stack.

Since $\delta$ is proportional to $h$, the error is of first order. Halving the cell width from 4 nm three times reduces it from 2.86 % to 1.41, 0.70 and 0.35 %. In this example $\delta=h/6$, so by (5) an error below 0.1 % needs $h$ below about 0.14 nm, or some 280 equal cells. The arithmetic mean converges to the right answer, but slowly.

## When the interface is not on a face

A fixed grid need not respect the material boundary. Suppose the interface lies a fraction $\theta$ of the way from a dielectric centre to the next centre, in air. On a uniform grid the resistance between them is

$$r=\int\frac{dx}{\kappa}=h\left(\frac{\theta}{\kappa_d}+\frac{1-\theta}{\kappa_a}\right). \tag{6}$$

If each cell is labelled by the material at its centre, the harmonic mean gives $h[1/(2\kappa_d)+1/(2\kappa_a)]$ instead. The resistance it misses is

$$h\left(\theta-\tfrac12\right)\left(\frac1{\kappa_d}-\frac1{\kappa_a}\right).$$

The harmonic mean solves, in effect, a stack whose interface has been moved to the nearest face. The missed resistance is at most $\tfrac h2\,|1/\kappa_d-1/\kappa_a|$, so the error is of first order as a bound, but it is not proportional to $h$: $\theta$ changes with the grid, and size and sign change with it. With the interface at 23.2 nm, cells of 4 nm and of 2 nm both move it to the face at 24 nm and give the same flux, 2.22 % too large.

Moving the interface in the example to 23 nm places it between the centres at 22 and 26 nm, with $\theta=0.25$. The missing resistance is $4(-0.25)(1/3-1)=0.6667$ nm. The true total is $23/3+17=24.667$ nm, giving $F=0.040541$ V/nm, whereas the harmonic mean still gives 0.041667 V/nm, 2.78 % too much. The harmonic label alone is thus no safeguard: the error is nearly as large as the 2.86 % of the arithmetic mean with an aligned interface, and the resistance is wrong by the same 0.6667 nm. The two resistance errors agree only when $\theta=\kappa_a/(\kappa_a+\kappa_d)$, which is 0.25 for $\kappa_d=3\kappa_a$. At $\theta=\kappa_d/(\kappa_a+\kappa_d)$, an interface at 25 nm in the example, (6) equals $2h/(\kappa_d+\kappa_a)$, so the arithmetic mean happens to be exact while the harmonic label gives a flux 2.78 % too small.

Using (6) restores the exact flux and centre potentials. The argument of the previous sections used only $r_f=\int dx/\kappa$, so without charge it also covers a permittivity that varies smoothly between the centres, if the integral is evaluated accurately.

## Fixed charge in the layers

With charge the displacement is no longer constant. Let $s$ be constant in each cell and the interface lie on a face. If $t$ is the position relative to a face $f=i+\tfrac12$, negative to its left and positive to its right, the exact flux is $F_f+s_it$ to its left and $F_f+s_{i+1}t$ to its right. The exact drop between the two centres is

$$\int_{-h_i/2}^{0}\frac{F_f+s_it}{\kappa_i}dt+\int_0^{h_{i+1}/2}\frac{F_f+s_{i+1}t}{\kappa_{i+1}}dt
=r_fF_f-q_i+q_{i+1},\qquad q_i=\frac{s_ih_i^2}{8\kappa_i}. \tag{7}$$

The drop from the left wall to the first centre contains just the right half of this expression, hence $+q_1$; the drop from the last centre to the right wall contains $-q_N$. Summed over the stack, all $q$ cancel, leaving $V=\sum_f r_fF_f$ for the exact fluxes.

The numerical fluxes obey the same sum, by (2), and the same balance (1). Two sets of fluxes obeying (1) differ by a constant $c$, and the common sum requires $c\sum_f r_f=0$. So $c=0$, and the numerical face fluxes are exact even with charge.

The centre potentials are not. Summing (7) from the left wall to centre $i$ leaves one uncancelled term:

$$\phi_i^{\rm exact}=V-\sum_{f<i}r_fF_f-q_i,\qquad \phi_i^{\rm num}-\phi_i^{\rm exact}=q_i .$$

The error depends on the charge in that cell alone, does not accumulate, and is of second order in $h_i$. It can be removed by subtracting $q_i$. Both results were tested on an irregular grid with charge of opposite signs in the two layers.

For a positive fixed charge of $10^{17}$ elementary charges per cm³ in the dielectric, $s=1.8095\times10^{-3}$ V/nm². The flux rises from 0.005476 V/nm at the left wall to 0.048905 V/nm in air; the difference is $24s$, as (1) requires. Every dielectric centre is too high by $1.8095\times10^{-3}\cdot16/24$ V $=1.21$ mV, and the air centres are correct to rounding. At this density the charges are about 22 nm apart, comparable to the layer thickness, so a uniform $s$ describes only the laterally averaged potential. A single charge contributes some 45 mV at half that spacing, far more than this discretization error.

A sheet charge $\sigma$ on the interface needs a separate treatment, because the flux jumps there by $\sigma/\varepsilon_0$. If $F$ is the flux just left of the interface, the drop between the adjacent centres, apart from the $q$ terms, is $r_fF+(\sigma/\varepsilon_0)h_{i+1}/(2\kappa_{i+1})$. Equation (2) lacks the last term.

## Choosing the setting

- For flux crossing an interface at right angles, use the distance-weighted harmonic mean and place a face on the interface.
- If the interface cannot be aligned with the grid, use the integral of $1/\kappa$ between centres. This is exact without charge; with charge in the layers, check the result against $h$. If the program does not offer this, treat the interface position as uncertain by up to half a cell. Agreement between two grids does not show convergence here, because both may move the interface to the same face.
- Do not judge the averaging by the flatness of $D$. In a charge-free layered test with the interfaces on faces, compare $V/F$ with $\int dx/\kappa$ and the centre potentials with the exact ones. The first comparison alone can miss errors that cancel between interfaces.
- Take fields from $F/\kappa$ on each side, not from potential differences across the interface.

In two or three dimensions the harmonic mean is not a universal choice. If an interface runs parallel to the flux and cuts through a face, both materials share the same field $E$. The flux through the face is then $\sum_k A_k\kappa_kE$, with $A_k$ the area in material $k$, so the area-weighted arithmetic mean applies. An oblique interface mixes the two situations, and the exactness shown here does not in general carry over to it. Nor does it carry over to a curved interface crossed at right angles: in spherical geometry the potential is not linear within a half cell, and the harmonic mean with an aligned face leaves an error of second order in the cell width.

All of this concerns the numerical solution of a continuum model. Whether a sharp step in a local permittivity describes a real surface on the scale of atomic distances is a separate question, which no face average can settle.

## Computed values

```
Stack length: 40 nm; interface at 24 nm
Relative permittivity: dielectric 3, air 1
Voltage: 1 V; cells: 10; cell width: 4 nm
Interface-face permittivity, harmonic: 1.5000
Interface-face permittivity, arithmetic: 2.0000
Total resistance integral dx/kappa: 24.0000 nm
Sum of face resistances, harmonic: 24.0000 nm
Sum of face resistances, arithmetic: 23.3333 nm
D/eps0, layer matching: 0.041667 V/nm
D/eps0, harmonic: 0.041667 V/nm
D/eps0, arithmetic: 0.042857 V/nm
D, harmonic: 0.36892 mC/m^2
D, arithmetic: 0.37947 mC/m^2
Relative spread of face fluxes, harmonic: 2.0e-15
Relative spread of face fluxes, arithmetic: 5.8e-15
Effective permittivity, harmonic: 1.6667
Effective permittivity, arithmetic: 1.7143
Field in dielectric: 0.013889 V/nm
Field in air: 0.041667 V/nm
Interface potential from left, right: 0.666667, 0.666667 V
Mean of the two adjacent centre potentials: 0.638889 V
x (nm), potential (V): matching, harmonic, arithmetic
   2  0.972222  0.972222  0.971429
   6  0.916667  0.916667  0.914286
  10  0.861111  0.861111  0.857143
  14  0.805556  0.805556  0.800000
  18  0.750000  0.750000  0.742857
  22  0.694444  0.694444  0.685714
  26  0.583333  0.583333  0.600000
  30  0.416667  0.416667  0.428571
  34  0.250000  0.250000  0.257143
  38  0.083333  0.083333  0.085714
Arithmetic mean: cells, width (nm), relative error of D (%)
 10  4.0  2.8571
 20  2.0  1.4085
 40  1.0  0.6993
 80  0.5  0.3484
Nonconservative scheme, D(air)/D(dielectric): 1.4000
Moved interface: 23 nm; fraction theta: 0.25
Moved, D/eps0 by matching: 0.040541 V/nm
Moved, D/eps0 by path resistance: 0.040541 V/nm
Moved, D/eps0 by plain harmonic mean: 0.041667 V/nm
Moved, missing resistance: 0.6667 nm
Moved, error of plain harmonic D: 2.7778 %
Fixed charge: 1e+17 e/cm^3; s = 1.809513e-03 V/nm^2
Charged, D/eps0 at left wall: 0.005476 V/nm (matching 0.005476)
Charged, D/eps0 in air: 0.048905 V/nm (matching 0.048905)
Charged, centre error in dielectric: 1.2063 mV
Charged, largest centre error in air: 1.1e-13 mV
```
